\section*{Why a straight-sided buckle delamination stops widening}

\section*{Question}

A compressed oxide scale has come off its substrate along a long straight strip and has buckled. Once the strip widens, the energy released at its sides soon reaches a plateau and stays near it. Why, then, can the widening stop?

\section*{Answer}

\subsection*{The mechanism}

The energy release rate $G$ says how much energy is offered to the crack, but not how the crack edge is loaded. The buckled film loads the edge in two ways. Its bending moment pries the interface open. The release of its compression slides the film over the substrate and, as shown below, also tends to close the crack. As the buckle widens, the second load grows relative to the first, and the edge turns from mixed opening and shear towards pure shear. If the interface is tougher in shear, the energy it demands keeps rising while the energy on offer, once on the plateau, hardly changes. The edge stops where demand overtakes supply.

The plateau is not flat. In the plate model $G$ rises to a maximum and then falls slowly, by at most a quarter. This fall could stop a buckle by itself if the toughness happened to lie in the narrow band it covers. The case of interest is a toughness that is below the whole plateau when widening begins.

\subsection*{The buckle and its energy}

Let the film have thickness $h$, Young modulus $E$, Poisson ratio $\nu$ and plane-strain modulus $\bar E=E/(1-\nu^2)$. Before buckling it carries an equi-biaxial compression $\sigma>0$. The strip occupies $-b<y<b$, is long in the other in-plane direction, and has $b\gg h$. The film is a thin plate with moderate slopes, clamped at $y=\pm b$.

With in-plane displacement $v$ and deflection $w$, the membrane strain gained by buckling is $e=v'+w'^2/2$. In-plane equilibrium makes it uniform. Since $v(\pm b)=0$, it equals the mean of $w'^2/2$. The remaining compression is $\sigma-\bar E e$, and transverse equilibrium reads
\begin{equation}
D w''''+(\sigma-\bar E e)h\,w''=0,\qquad D=\frac{\bar E h^3}{12}.
\end{equation}
The lowest solution that is uniform along the strip and has $w=w'=0$ at both edges is
\begin{equation}
w=\frac{\xi h}{2}\left(1+\cos\frac{\pi y}{b}\right),\qquad
\sigma-\bar E e=\sigma_c=\frac{\pi^2D}{b^2h}=\frac{\pi^2\bar E h^2}{12b^2}.
\end{equation}
The buckled film thus keeps the compression $\sigma_c$, whatever its amplitude. The mean of $\sin^2$ is one half, so
\begin{equation}
e=\frac12\cdot\frac12\left(\frac{\pi\xi h}{2b}\right)^2=\frac{\pi^2\xi^2h^2}{16b^2}.
\end{equation}
Setting $\bar E e=\sigma-\sigma_c$ and using $\pi^2\bar E h^2/b^2=12\sigma_c$ gives
\begin{equation}
\xi^2=\frac43\left(\frac{\sigma}{\sigma_c}-1\right).
\end{equation}

Now compare the energy of half the buckle, per unit length of strip, with that of the flat film. The strain along the strip does not change, so the membrane part is $bh(\bar E e^2/2-\sigma e)$. For the bending part, $w''$ and $w'$ are a cosine and a sine with the same mean square apart from the factor $(\pi/b)^2$, and $\int_0^b w'^2dy=2be$. Hence
\begin{equation}
\frac D2\int_0^b w''^2dy=\frac D2\,\frac{\pi^2}{b^2}\,2be=\sigma_c h b e .
\end{equation}
The sum is $bh[\bar E e^2/2-(\sigma-\sigma_c)e]$. With $e=(\sigma-\sigma_c)/\bar E$, the energy released is
\begin{equation}
R(b)=\frac{bh(\sigma-\sigma_c)^2}{2\bar E}.
\end{equation}
The energy release rate at one side is $G=dR/db$. Because $\sigma_c\propto b^{-2}$, $d\sigma_c/db=-2\sigma_c/b$, and
\begin{equation}
G=\frac{h}{2\bar E}\left[(\sigma-\sigma_c)^2+4\sigma_c(\sigma-\sigma_c)\right]
=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c).
\end{equation}

Let $b_0$ be the half-width at which $\sigma_c=\sigma$, and put $s=\sigma_c/\sigma=(b_0/b)^2$. Then
\begin{equation}
\frac{G}{G_0}=1+2s-3s^2,\qquad G_0=\frac{\sigma^2h}{2\bar E}.
\label{eq:G}
\end{equation}
The derivative $2-6s$ vanishes at $s=1/3$, where $G=\tfrac43G_0$. For wider buckles $G$ falls towards $G_0$ from above.

\subsection*{How the edge is loaded}

The edge moment is
\begin{equation}
M=Dw''(b)=D\,\frac{\xi h}{2}\,\frac{\pi^2}{b^2}=\frac{\xi\sigma_ch^2}{2},
\end{equation}
and the compressive force released per unit length is
\begin{equation}
\Delta N=(\sigma-\sigma_c)h=\tfrac34\xi^2\sigma_ch .
\end{equation}
The moment grows as $\xi$ and the force as $\xi^2$, both multiplied by $\sigma_c$. This difference in power is the origin of the shift towards shear.

Stretching and bending about the midplane do not couple, so $G$ is a sum of two squares:
\begin{equation}
G=\frac{\Delta N^2}{2\bar E h}+\frac{6M^2}{\bar E h^3}.
\end{equation}
Inserting the loads gives $h(\sigma-\sigma_c)^2/(2\bar E)+2h\sigma_c(\sigma-\sigma_c)/\bar E$, which is the result found from the energy.

Take film and substrate to have equal elastic constants. The stress intensity factors for opening and shear then obey $K_I^2+K_{II}^2=\bar E G$. They are also linear in $\Delta N$ and $M$. A linear map that preserves the sum of squares is a rotation or a reflection, so one angle $\omega$ remains to be found. With $h$ the only length near the edge, that angle is a pure number. Its value and the orientation come from solving the singular integral equation for a crack parallel to a free surface, loaded by the forces that represent the buckle, and extrapolating to $h/b\to0$. The bending load alone gives $\omega=52.08^\circ$ and the membrane load alone $52.09^\circ$, both with the signs of a rotation:
\begin{equation}
K_I+iK_{II}=\frac{e^{i\omega}}{\sqrt{2h}}\left(-\Delta N-i\,m\right),\qquad m=\frac{\sqrt{12}\,M}{h}.
\end{equation}
The real part is proportional to $m\sin\omega-\Delta N\cos\omega$: the moment opens the crack and the released force closes it. The imaginary part is proportional to $-(m\cos\omega+\Delta N\sin\omega)$: both drive shear in the same sense.

Define the mode angle $\psi$ by $\tan\psi=K_{II}/K_I$, so that $0$ is pure opening and $-90^\circ$ pure shear. Since $-\Delta N-im=-i(m-i\Delta N)$, the phase of the bracket is $-90^\circ-\arctan(\Delta N/m)$. The ratio is
\begin{equation}
\frac{\Delta N}{m}=\frac{\tfrac34\xi^2\sigma_ch}{\sqrt3\,\xi\sigma_ch}=\frac{\sqrt3\,\xi}{4}
=\frac12\sqrt{\frac{\sigma}{\sigma_c}-1}.
\end{equation}
Therefore
\begin{equation}
\psi=-(90^\circ-\omega)-\arctan\left(\frac12\sqrt{\frac{b^2}{b_0^2}-1}\right).
\label{eq:psi}
\end{equation}
At $b=b_0$, where the uniform buckle appears, $\psi=-37.9^\circ$. It then moves steadily towards shear and reaches $-90^\circ$ when the arctangent equals $\omega$, that is, at
\begin{equation}
\frac{\sigma}{\sigma_c}=1+4\tan^2\omega=7.59,\qquad \frac{b}{b_0}=2.75 .
\end{equation}
For still wider buckles $K_I$ would be negative. The crack faces then touch, and the formulas for an open crack no longer apply.

\subsection*{The condition for stopping}

Resistance to shear can come from rough faces that rub or from plastic flow in a metal beside the crack. I describe it by an empirical law,
\begin{equation}
\Gamma(\psi)=\Gamma_I\left[1+\tan^2\big((1-\lambda)\psi\big)\right]=\frac{\Gamma_I}{\cos^2\big((1-\lambda)\psi\big)},
\end{equation}
where $\Gamma_I$ is the toughness in pure opening. With $\lambda=1$ the mode has no influence, and with $\lambda=0$ it has the most.

An edge in equilibrium has $G=\Gamma$. If $G-\Gamma$ increases with $b$ there, a small advance leaves a surplus and the buckle runs. If it decreases, a small advance leaves a deficit and the edge stays. With inertia neglected, widening therefore starts at a first crossing and stops at a second one. If $G$ still exceeds $\Gamma$ just before the faces touch, the open-crack model predicts no stop. Once widening has begun, a stop before contact is assured if
\begin{equation}
\frac{\Gamma_I}{\cos^2\big((1-\lambda)90^\circ\big)}>G\big|_{\psi=-90^\circ}.
\label{eq:cond}
\end{equation}

\subsection*{The numbers}

Take an alumina-like scale grown on a heat-resistant alloy and then cooled, with rough typical values: $h=3.0\ \mu$m, $\sigma=3.5$ GPa, $E=380$ GPa, $\nu=0.25$, $\Gamma_I=20$ J/m$^2$ and $\lambda=0.3$. Then $\bar E=380/(1-0.0625)=405.3$ GPa and
\begin{align}
b_0&=\pi h\sqrt{\frac{\bar E}{12\sigma}}=\pi(3.0\ \mu\text{m})\sqrt{\frac{405.3}{42}}=29.3\ \mu\text{m},\\
G_0&=\frac{(3.5\times10^9)^2(3.0\times10^{-6})}{2(405.3\times10^9)}=45.3\ \text{J/m}^2 .
\end{align}
Equations (\ref{eq:G}) and (\ref{eq:psi}) and the toughness law give

\begin{center}
\begin{tabular}{ccccc}
$b$ ($\mu$m) & $\sigma/\sigma_c$ & $G$ (J/m$^2$) & $\psi$ & $\Gamma$ (J/m$^2$)\\
32.7 & 1.25 & 30.9 & $-52.0^\circ$ & 30.9\\
39.8 & 1.85 & 54.6 & $-62.7^\circ$ & 38.5\\
50.7 & 3.00 & 60.4 & $-73.2^\circ$ & 51.0\\
57.4 & 3.84 & 59.7 & $-78.1^\circ$ & 59.7\\
70.3 & 5.76 & 57.0 & $-85.4^\circ$ & 79.0\\
80.7 & 7.59 & 54.9 & $-90.0^\circ$ & 97.0
\end{tabular}
\end{center}

A uniform buckle with $b$ between 29.3 and 32.7 $\mu$m does not widen. (Under equi-biaxial compression the flat strip in fact buckles a little earlier, at $\sigma/\sigma_c=0.94$ or $b=28.4\ \mu$m, into bumps along its length. The uniform buckle becomes stable against such waves only above $\sigma/\sigma_c=1.05$, or $b=30.0\ \mu$m, which is still short of the start.) Beyond 32.7 $\mu$m it runs, and it stops at $b=57.4\ \mu$m. There $G$ is still 98.8\% of its peak. Between $b=39.8\ \mu$m, where $G$ is already near its plateau, and the stop, $G$ rises by only 9\% but $\Gamma$ by 55\%.

Two comparisons separate the causes. First hold the toughness at its starting value, 30.9 J/m$^2$. This is below $G_0$, and after the start $G$ rises to its peak and then stays above $G_0$. The curves do not cross again, so without the rise in $\Gamma$ the model has no stop. Next hold $G$ at its peak of 60.4 J/m$^2$ and let only $\Gamma$ change. The edge then stops at 57.9 $\mu$m. The decline of $G$ moves the stop by only 0.5 $\mu$m.

The slopes at the stop show the same thing. From (\ref{eq:G}), with $s=1/3.843=0.260$ and $ds/d\ln b=-2s$,
\begin{equation}
\frac{d\ln G}{d\ln b}=\frac{-2s(2-6s)}{1+2s-3s^2}=-0.17 .
\end{equation}
For the toughness, put $r=\sigma/\sigma_c=b^2/b_0^2$, so that $dr/d\ln b=2r$. Differentiating the arctangent in (\ref{eq:psi}) gives
\begin{equation}
\frac{d|\psi|}{d\ln b}=\frac{2r}{(r+3)\sqrt{r-1}}=0.67
\end{equation}
in radians, and hence
\begin{equation}
\frac{d\ln\Gamma}{d\ln b}=2(1-\lambda)\tan\big((1-\lambda)|\psi|\big)\,\frac{d|\psi|}{d\ln b}
=1.4\times1.41\times0.67=1.3 .
\end{equation}
A widening of 1\% raises the demand by about 1.3\% and lowers the supply by about 0.2\%.

\subsection*{When the explanation changes}

The stop needs enough mode sensitivity. In (\ref{eq:cond}) the right-hand side is 54.9 J/m$^2$, so the limiting case has $\cos((1-\lambda)90^\circ)=\sqrt{20/54.9}$, or $\lambda=0.41$. With the other inputs fixed, a larger $\lambda$ lets the buckle reach the width at which its faces touch while it is still being driven. What happens then depends on contact and friction, which this model leaves out. At the other extreme, for $\lambda$ below about 0.15, the toughness exceeds $G$ at every width up to contact, and widening never starts.

A constant toughness can also give a stop, for a different reason. Setting $G=\Gamma$ in (\ref{eq:G}) gives $3s^2-2s+\Gamma/G_0-1=0$, whose root on the wide side is
\begin{equation}
s=\frac{1-\sqrt{4-3\Gamma/G_0}}{3}.
\end{equation}
It is positive and real for $G_0<\Gamma<\tfrac43G_0$. For the stop to come before contact, $\Gamma$ must lie between 54.9 and 60.4 J/m$^2$ here. In that narrow band the fall of $G$ is the cause, and no change of mode is needed.

\subsection*{Beside a real scale}

The clamped edge is an idealization, since $h/b=0.05$ at the stop. I solved the plate equations again with an edge that shifts and turns in proportion to $\Delta N$ and $M$, taking the coefficients from the same crack calculation. To leading order in $h/b$ the stop moves from 57.4 to between 62 and 63 $\mu$m, with $\psi$ near $-80^\circ$. The mechanism is unchanged.

An alloy usually has a lower modulus than alumina, which changes $\omega$ and also lets the edge yield more. The numbers above leave this mismatch out. A trial change of $\omega$ by $-5^\circ$ or $+5^\circ$ puts the clamped stop at 51 or 64 $\mu$m, and a softer substrate adds to the shift found for a yielding edge. For an alloy with about half the modulus of the scale and a Poisson ratio between 0.3 and 0.4, the two effects together put the stop roughly 14 to 21 per cent above the clamped value, if the mode angle is defined with $h$ as its reference length. Creep and plastic flow of the alloy enter only through the assumed $\Gamma(\psi)$.

The buckled film may also become wavy along the strip. The second variation of the plate energy, taken with the sides held straight and clamped and searched for waves along the strip with wavenumber up to $12/b$, shows growth just above onset, for $\sigma/\sigma_c$ below 1.05 and a wavenumber near $1.3/b$, then none until $\sigma/\sigma_c=6.1$, where a wave with wavenumber near $4/b$ grows. The start at 1.25 and the stop at 3.84 both lie between these values, so within the plate model the uniform buckle is stable over the whole widening. The search does not test whether the crack edge itself stays straight, which depends on how $G$ and $\Gamma$ vary along a wavy edge.

Another important omission is fracture of the scale itself. At the crest the outer surface carries the bending tension $6M/h^2=3\xi\sigma_c$ less the remaining compression. With $\xi=1.95$ and $\sigma_c=0.911$ GPa at the stop,
\begin{equation}
S=\sigma_c(3\xi-1)=4.4\ \text{GPa}.
\end{equation}
For a shallow surface crack of depth $a$, $K=1.12\,S\sqrt{\pi a}$. With a rough scale toughness of 3 MPa\,m$^{1/2}$, a flaw about $0.12\ \mu$m deep is enough to crack the crest at the stop. The crest tension peaks earlier, at 4.6 GPa near $b=49\ \mu$m, where $0.11\ \mu$m is enough. A scale with deeper flaws there would break before its buckle reached the calculated stop. The edge crack may also turn up into the scale, since $K_{II}<0$. For a very short kink at angle $\theta$ the opening factor is, to first order, $K_I\cos^3(\theta/2)-3K_{II}\sin(\theta/2)\cos^2(\theta/2)$. Its largest value is 4.6 MPa\,m$^{1/2}$ at the start and 6.1 at the stop, both above the assumed scale toughness. The compression in the scale opposes the kink by an amount of order $\sigma\sqrt{\pi a}$, about 2 MPa\,m$^{1/2}$ for $a=0.1\ \mu$m, so spalling from the edge cannot be excluded with these values. The stopping width therefore applies only to a scale that neither cracks at the crest nor kinks at the edge.
